# Apparent activation energy of bifluoride etching in weakly ionised HF: test program

```python
# Result under test: for an etch rate r = k [HF2-] in unbuffered HF,
#   E_app = E_s + nu1*dH1 + nu2*dH2   at fixed total fluoride C,
# with nu1 -> 1/2 and nu2 -> 1 only when K1 << [HF] << 1/K2.
# K1, dH1: HF <-> H+ + F-        K2, dH2: HF + F- <-> HF2-
# h, f, b, p: concentrations of HF, F-, HF2-, H+ (mol/L)
# theta = b/(f+b); E_s: activation energy of the surface step k.
# Energies are in eV per particle, temperatures in K.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

kB = const.k / const.e
T0 = 298.15


def solve_species(K1, K2, C, acid=0.0, salt=0.0):
    """Solve mass action with fluoride and charge balance, unknown ln p."""
    total = C + salt

    def species(log_p):
        p = np.exp(log_p)
        quad = 2 * K1 * K2 / p
        lin = 1 + K1 / p
        h = 2 * total / (lin + np.sqrt(lin**2 + 4 * quad * total))
        f = K1 * h / p
        return h, f, K2 * h * f, p

    def charge(log_p):
        h, f, b, p = species(log_p)
        return p + salt - acid - f - b

    root = brentq(charge, -50.0, 5.0, xtol=1e-14, rtol=1e-15, maxiter=500)
    return species(root)


def numeric_weights(K1, K2, C, **added):
    """d ln b / d ln K1 and d ln b / d ln K2 by central differences."""
    s = 1e-3
    up, down = np.exp(s), np.exp(-s)

    def log_b(a, c):
        return np.log(solve_species(a, c, C, **added)[2])

    w1 = (log_b(K1 * up, K2) - log_b(K1 * down, K2)) / (2 * s)
    w2 = (log_b(K1, K2 * up) - log_b(K1, K2 * down)) / (2 * s)
    return w1, w2


def numeric_order(K1, K2, C):
    s = 1e-3
    hi = solve_species(K1, K2, C * np.exp(s))[2]
    lo = solve_species(K1, K2, C * np.exp(-s))[2]
    return np.log(hi / lo) / (2 * s)


def formula_weights(K1, K2, h):
    """Closed formulas: nu1, nu2, order in C, and d ln h / d ln K1, K2."""
    theta = K2 * h / (1 + K2 * h)
    p = np.sqrt(K1 * h * (1 + K2 * h))
    C = h + p * (1 + theta)
    D = h + p * (1 + 4 * theta - theta**2) / 2
    nu1 = 0.5 - (3 - theta) * (1 + theta) * p / (4 * D)
    nu2 = 1 - theta / 2 - theta * (3 - theta)**2 * p / (4 * D)
    order = (3 - theta) * C / (2 * D)
    eta1 = -p * (1 + theta) / (2 * D)
    eta2 = -p * theta * (3 - theta) / (2 * D)
    return nu1, nu2, order, eta1, eta2


def activation(rate, T):
    """-d ln(rate)/d(1/kT) by a central difference."""
    beta = 1 / (kB * T)
    d = 1e-3 * beta
    hot, cold = 1 / (kB * (beta - d)), 1 / (kB * (beta + d))
    return np.log(rate(hot) / rate(cold)) / (2 * d)


def vant_hoff(K_ref, dH, T, dCp=0.0):
    x = -dH / kB * (1 / T - 1 / T0)
    x += dCp / kB * (np.log(T / T0) + T0 / T - 1)
    return K_ref * np.exp(x)


# Closed formulas against the equilibrium solver, over random cases
rng = np.random.default_rng(4)
for _ in range(60):
    K1r = 10**rng.uniform(-5, -1)
    K2r = 10**rng.uniform(-1, 2)
    Cr = 10**rng.uniform(-2, 0.5)
    h, f, b, p = solve_species(K1r, K2r, Cr)
    assert np.isclose(b, K2r * h * np.sqrt(K1r * h / (1 + K2r * h)), rtol=1e-9)
    assert b / h < np.sqrt(K1r * K2r)
    nu1, nu2, order, _, _ = formula_weights(K1r, K2r, h)
    assert np.allclose(numeric_weights(K1r, K2r, Cr), (nu1, nu2), atol=2e-6)
    assert abs(numeric_order(K1r, K2r, Cr) - order) < 2e-6

# Limits: free fluoride dominant, then bifluoride dominant
lim_free = numeric_weights(1e-9, 1e-3, 0.1)
lim_bif = numeric_weights(1e-12, 1e4, 1.0)
assert np.allclose(lim_free, (0.5, 1.0), atol=5e-4)
assert np.allclose(lim_bif, (0.5, 0.5), atol=5e-4)
assert abs(numeric_order(1e-9, 1e-3, 0.1) - 1.5) < 5e-4
assert abs(numeric_order(1e-12, 1e4, 1.0) - 1.0) < 5e-4

# Leading departures from the limiting weights
w1, w2 = numeric_weights(1e-8, 1e-2, 0.1)
h_small = solve_species(1e-8, 1e-2, 0.1)[0]
assert np.isclose(w1 - 0.5, -0.75 * np.sqrt(1e-8 / h_small), rtol=0.01)
assert np.isclose(w2 - 1.0, -0.5 * 1e-2 * h_small, rtol=0.01)

# The half comes from charge balance: acid or salt removes it
lim_acid = numeric_weights(1e-4, 1e-3, 0.01, acid=1.0)
lim_salt = numeric_weights(1e-4, 1e-3, 0.01, salt=1.0)
assert np.allclose(lim_acid, (1.0, 1.0), atol=5e-3)
assert np.allclose(lim_salt, (0.0, 1.0), atol=5e-3)

# Worked example: rough typical constants, thermal oxide in dilute HF
K1, K2 = 7e-4, 4.0            # mol/L and L/mol at T0
dH1, dH2 = -0.13, 0.03        # eV
E_s = 0.40                    # eV, chosen for both surface routes
k_bif, k_mol = 60.0, 15.0     # nm/min per mol/L at T0
C = 0.10                      # mol/L


def state(T, conc=C, dCp=0.0):
    return solve_species(vant_hoff(K1, dH1, T, dCp),
                         vant_hoff(K2, dH2, T), conc)


def surface(k_ref, T):
    return k_ref * np.exp(-E_s / kB * (1 / T - 1 / T0))


def rate_bif(T, conc=C, dCp=0.0):
    return surface(k_bif, T) * state(T, conc, dCp)[2]


def rate_total(T):
    return rate_bif(T) + surface(k_mol, T) * state(T)[0]


h, f, b, p = state(T0)
theta = b / (f + b)
nu1, nu2, order, eta1, eta2 = formula_weights(K1, K2, h)
E_formula = E_s + nu1 * dH1 + nu2 * dH2
E_numeric = activation(rate_bif, T0)
E_limit = E_s + dH2 + dH1 / 2
E_fixed_h = E_s + dH1 / 2 + (1 - theta / 2) * dH2
assert abs(E_formula - E_numeric) < 1e-6


# The limiting energy itself, by heating a solution inside the window
def rate_window(T):
    bif = solve_species(vant_hoff(1e-9, dH1, T),
                        vant_hoff(1e-3, dH2, T), 0.1)[2]
    return surface(k_bif, T) * bif


assert abs(activation(rate_window, T0) - E_limit) < 1e-4

T_hot = 318.15
E_hot = activation(rate_bif, T_hot)
E_two = (np.log(rate_bif(T_hot) / rate_bif(T0))
         / (1 / (kB * T0) - 1 / (kB * T_hot)))
assert abs(E_two - (E_formula + E_hot) / 2) < 1e-4

# Parallel molecular route: total energy is the rate-weighted mean
share = rate_bif(T0) / rate_total(T0)
E_mol = E_s + eta1 * dH1 + eta2 * dH2
E_total = activation(rate_total, T0)
assert abs(E_total - (share * E_formula + (1 - share) * E_mol)) < 1e-6
ceiling = np.sqrt(K1 * K2)
share_max = k_bif * ceiling / (k_bif * ceiling + k_mol)
ratio_90 = b / (9 * h)        # k_mol/k_bif giving 90% bifluoride share


# Ionic activity: extended Debye-Hueckel, rough water permittivity
def rate_activity(T):
    eps = 78.4 * np.exp(-0.0046 * (T - T0)) * const.epsilon_0
    kT = const.k * T
    K1T, K2T = vant_hoff(K1, dH1, T), vant_hoff(K2, dH2, T)
    ionic = p
    for _ in range(60):
        kappa = np.sqrt(2 * const.e**2 * const.N_A * 1e3 * ionic / (eps * kT))
        ln_g = -const.e**2 * kappa / (8 * np.pi * eps * kT)
        ln_g /= 1 + np.sqrt(ionic)
        out = solve_species(K1T * np.exp(-2 * ln_g), K2T, C)
        ionic = out[3]
    return surface(k_bif, T) * out[2]


shift_activity = activation(rate_activity, T0) - E_numeric
change_activity = rate_activity(T0) / rate_bif(T0) - 1
dCp = -0.0015                 # eV/K, rough, for HF dissociation
shift_cp = activation(lambda T: rate_bif(T, C, dCp), T_hot) - E_hot
expansion = 2.6e-4            # 1/K, rough, water near T0
shift_exp = activation(
    lambda T: rate_bif(T, C * (1 - expansion * (T - T0))), T0) - E_numeric
hydroxide = 1e-14 / p**2      # [OH-]/[H+]
diffusivity, layer = 1.5e-9, 1e-4      # m2/s and m, rough
silica_flux = rate_total(T0) * 1e-9 / 60 * 2200 / 0.0601
transport = 6 * silica_flux / (diffusivity * C * 1e3 / layer)
to_kJ = const.e * const.N_A / 1e3


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("T", T0, "K", 5)
show("K1 (rough)", K1, "mol/L")
show("K2 (rough)", K2, "L/mol")
show("dH1 (rough)", dH1, "eV")
show("dH2 (rough)", dH2, "eV")
show("E_s (chosen)", E_s, "eV")
show("k bifluoride (rough)", k_bif, "nm/min per mol/L")
show("k molecular HF (rough)", k_mol, "nm/min per mol/L")
show("Total fluoride C", C, "mol/L")
show("[HF]", h, "mol/L")
show("[F-]", f, "mol/L")
show("[HF2-]", b, "mol/L")
show("[H+]", p, "mol/L")
show("K2[HF]", K2 * h)
show("theta", theta)
show("[H+]/[HF]", p / h)
show("1/K2, upper window edge", 1 / K2, "mol/L")
show("nu1", nu1)
show("nu2", nu2)
show("Order in C", order)
show("E_app, full formula", E_formula, "eV")
show("E_app, heated solution", E_numeric, "eV")
show("E_app, full formula", E_formula * to_kJ, "kJ/mol")
show("E_app, limiting law", E_limit, "eV")
show("E_app, limiting law", E_limit * to_kJ, "kJ/mol")
show("E_app, weak ionisation, any theta", E_fixed_h, "eV")
show("Bifluoride rate at 298.15 K", rate_bif(T0), "nm/min")
show("Bifluoride rate at 318.15 K", rate_bif(T_hot), "nm/min")
show("Two-temperature energy", E_two, "eV")
for conc in (0.01, 0.1, 1.0):
    a1, a2, n, _, _ = formula_weights(K1, K2, state(T0, conc)[0])
    E = E_s + a1 * dH1 + a2 * dH2
    print(f"C={conc} mol/L: nu1={a1:.3f} nu2={a2:.3f} "
          f"order={n:.3f} E={E:.4f} eV")
for name, w in (("free F- main anion", lim_free),
                ("HF2- main anion", lim_bif),
                ("excess acid", lim_acid), ("excess salt", lim_salt)):
    print(f"Solver nu1, nu2, {name}: {w[0]:.3f}, {w[1]:.3f}")
show("Bifluoride share of total rate", 100 * share, "%", 3)
show("Largest possible share in plain HF", 100 * share_max, "%", 3)
show("k ratio mol/bif for 90% bifluoride", ratio_90, "", 3)
show("E of molecular route", E_mol, "eV")
show("E of total rate", E_total, "eV")
show("Activity: change of bifluoride rate", 100 * change_activity, "%", 3)
show("Activity: shift of E", 1e3 * shift_activity, "meV", 3)
show("Heat capacity of dissociation (rough)", 1e3 * dCp, "meV/K", 3)
show("Heat capacity: shift of E at 318.15 K", 1e3 * shift_cp, "meV", 3)
show("Water expansion (rough)", expansion, "1/K", 3)
show("Expansion: shift of E", 1e3 * shift_exp, "meV", 3)
show("[OH-]/[H+]", hydroxide, "", 2)
show("HF diffusivity (rough)", diffusivity, "m2/s", 2)
show("Diffusion layer (rough)", layer * 1e6, "um", 3)
show("HF demand / diffusive supply", 100 * transport, "%", 2)
print("OK")
```

Running it gives:

```
T: 298.15 K
K1 (rough): 0.0007 mol/L
K2 (rough): 4 L/mol
dH1 (rough): -0.13 eV
dH2 (rough): 0.03 eV
E_s (chosen): 0.4 eV
k bifluoride (rough): 60 nm/min per mol/L
k molecular HF (rough): 15 nm/min per mol/L
Total fluoride C: 0.1 mol/L
[HF]: 0.08845 mol/L
[F-]: 0.006763 mol/L
[HF2-]: 0.002393 mol/L
[H+]: 0.009155 mol/L
K2[HF]: 0.3538
theta: 0.2613
[H+]/[HF]: 0.1035
1/K2, upper window edge: 0.25 mol/L
nu1: 0.4189
nu2: 0.8233
Order in C: 1.404
E_app, full formula: 0.3702 eV
E_app, heated solution: 0.3702 eV
E_app, full formula: 35.72 kJ/mol
E_app, limiting law: 0.365 eV
E_app, limiting law: 35.22 kJ/mol
E_app, weak ionisation, any theta: 0.3611 eV
Bifluoride rate at 298.15 K: 0.1436 nm/min
Bifluoride rate at 318.15 K: 0.3545 nm/min
Two-temperature energy: 0.3695 eV
C=0.01 mol/L: nu1=0.299 nu2=0.968 order=1.669 E=0.3902 eV
C=0.1 mol/L: nu1=0.419 nu2=0.823 order=1.404 E=0.3702 eV
C=1.0 mol/L: nu1=0.447 nu2=0.556 order=1.110 E=0.3586 eV
Solver nu1, nu2, free F- main anion: 0.500, 1.000
Solver nu1, nu2, HF2- main anion: 0.500, 0.500
Solver nu1, nu2, excess acid: 1.000, 1.000
Solver nu1, nu2, excess salt: -0.000, 0.999
Bifluoride share of total rate: 9.76 %
Largest possible share in plain HF: 17.5 %
k ratio mol/bif for 90% bifluoride: 0.00301
E of molecular route: 0.4067 eV
E of total rate: 0.4031 eV
Activity: change of bifluoride rate: 9.32 %
Activity: shift of E: -0.0257 meV
Heat capacity of dissociation (rough): -1.5 meV/K
Heat capacity: shift of E at 318.15 K: -13.1 meV
Water expansion (rough): 0.00026 1/K
Expansion: shift of E: -2.8 meV
[OH-]/[H+]: 1.2e-10
HF diffusivity (rough): 1.5e-09 m2/s
Diffusion layer (rough): 100 um
HF demand / diffusive supply: 0.36 %
OK
```
